# RMM-DIIS: finding eigenvectors by residual minimization in the iterate history, part 2

We seek eigenpairs of a fixed Hermitian matrix $H$ with a Hermitian positive-definite overlap matrix $S$, both of dimension $N$:

$$H\phi_k=\lambda_kS\phi_k,\qquad \phi_k^\dagger S\phi_l=\delta_{kl},\qquad \lambda_0\le\lambda_1\le\dots\le\lambda_{N-1}. \tag{1}$$

Vectors hold dimensionless coefficients, and energies are in units of $E_h=27.21139$ eV. For a trial vector $\psi$ and a real shift $\varepsilon$, the residual and its size relative to $\psi$ are

$$R[\psi;\varepsilon]=(H-\varepsilon S)\,\psi . \tag{2}$$

$$\rho^2[\psi;\varepsilon]=\frac{R^\dagger MR}{\psi^\dagger S\psi}. \tag{3}$$

The metric $M$ is Hermitian and positive definite; $\rho_1$ denotes the case $M=1$ and $\rho_S$ the case $M=S^{-1}$. For $\psi=\sum_kc_k\phi_k$ with weights $w_k=|c_k|^2/\sum_l|c_l|^2$, the residual in the second metric and the Rayleigh quotient are

$$\rho_S^2[\psi;\varepsilon]=\sum_kw_k(\lambda_k-\varepsilon)^2 . \tag{10}$$

$$\varepsilon[\psi]=\frac{\psi^\dagger H\psi}{\psi^\dagger S\psi}=\sum_kw_k\lambda_k . \tag{11}$$

The vectors collected so far, $\psi_0,\dots,\psi_m$, are linearly independent and form the columns of $V$. A trial vector is $\psi=V\alpha$. With one common shift for all members, $R_i=(H-\varepsilon S)\psi_i$ and

$$R[V\alpha;\varepsilon]=(H-\varepsilon S)\sum_i\alpha_i\psi_i=\sum_i\alpha_iR_i . \tag{4}$$

$$\rho^2=f(\alpha)=\frac{\sum_{ij}\alpha_i^*\,R_i^\dagger MR_j\,\alpha_j}{\sum_{ij}\alpha_i^*\,\psi_i^\dagger S\psi_j\,\alpha_j}=\frac{\alpha^\dagger P\alpha}{\alpha^\dagger Q\alpha},\qquad P_{ij}=R_i^\dagger MR_j,\quad Q_{ij}=\psi_i^\dagger S\psi_j . \tag{5}$$

The stationary points of $f$ solve

$$P\alpha=\mu\,Q\alpha , \tag{7}$$

and the lowest root $\mu_0$, with eigenvector $\alpha^{(0)}$, is the global minimum:

$$\min_{\alpha\ne0}\rho^2[V\alpha;\varepsilon]=\mu_0,\qquad \psi_{\rm new}=V\alpha^{(0)} , \tag{9}$$

The roots and the new vector do not change under $V\to VT$ with invertible $T$.

## Updating the shift

After the step the shift is replaced by the Rayleigh quotient $\varepsilon'=\varepsilon[\psi]$ of the new vector. Let $\psi^\dagger S\psi=1$ and $\Delta=\varepsilon'-\varepsilon$. Then $R'=R-\Delta S\psi$ and, for any $M$,

$$\rho^2[\psi;\varepsilon']=\rho^2[\psi;\varepsilon]-2\Delta\,\mathrm{Re}\,(S\psi)^\dagger MR+\Delta^2(S\psi)^\dagger M(S\psi). \tag{14}$$

For $M=S^{-1}$, $(S\psi)^\dagger S^{-1}R=\psi^\dagger(H-\varepsilon S)\psi=\varepsilon'-\varepsilon=\Delta$ and $(S\psi)^\dagger S^{-1}S\psi=1$. The last two terms are $-2\Delta^2+\Delta^2$, so

$$\rho_S^2[\psi;\varepsilon']=\rho_S^2[\psi;\varepsilon]-(\varepsilon'-\varepsilon)^2 . \tag{15}$$

Since $\varepsilon$ was arbitrary, the Rayleigh quotient is the best shift for a given vector in this metric, and $\rho_S^2[\psi;\varepsilon']$ is the variance of the spectrum under the weights $w_k$. Let $\psi^{(n)}$ be the vector after step $n$ and $\varepsilon_n$ its Rayleigh quotient. If $\psi^{(n)}$ lies in the space used in step $n+1$, then

$$\rho_S[\psi^{(n+1)};\varepsilon_{n+1}]\le\rho_S[\psi^{(n+1)};\varepsilon_n]\le\rho_S[\psi^{(n)};\varepsilon_n],$$

the first inequality by (15) and the second by (9). The residual never rises. This does not prove that it tends to zero: a new direction that does not help leaves it where it was.

For $M=1$ the second inequality survives and the first does not. As a function of a trial shift $\eta$, $|H\psi-\eta S\psi|^2=|H\psi|^2-2\eta\,\mathrm{Re}(S\psi)^\dagger H\psi+\eta^2|S\psi|^2$ is a parabola, and completing the square gives

$$\rho_1^2[\psi;\eta]=\rho_1^2[\psi;\eta_*]+|S\psi|^2(\eta-\eta_*)^2,\qquad\eta_*=\frac{\mathrm{Re}\,(S\psi)^\dagger H\psi}{|S\psi|^2}. \tag{16}$$

For $S\neq1$ the vertex $\eta_*$ differs in general from the Rayleigh quotient, and the update raises $\rho_1$ whenever the old shift was nearer $\eta_*$ than the new one. The Rayleigh quotient is still the shift to use. For $\psi=\phi_k+\delta\chi$ with small $\delta$, $\eta_*-\lambda_k=\mathrm{Re}\,(S\psi)^\dagger(H-\lambda_kS)\psi/|S\psi|^2=\delta\,\mathrm{Re}\,(S\phi_k)^\dagger(H-\lambda_kS)\chi/|S\phi_k|^2+O(\delta^2)$, which is of first order for general $\chi$ unless $(H-\lambda_kS)S\phi_k=0$, whereas the error of the Rayleigh quotient is of second order, as shown next.

A new shift changes every $R_i$. No new product with $H$ is needed if the columns $HV$ and $SV$ are stored: $R_i=H\psi_i-\varepsilon'S\psi_i$ is a vector subtraction, after which $P$ is formed again.

## The error of the Rayleigh quotient

Let $\varepsilon'=\varepsilon[\psi]$ lie strictly between $\lambda_{j-1}$ and $\lambda_{j+1}$, and write $\rho_S^2=\rho_S^2[\psi;\varepsilon']$. No eigenvalue lies strictly between $\lambda_j$ and $\lambda_{j+1}$, so $(\lambda_k-\lambda_j)(\lambda_k-\lambda_{j+1})\ge0$ for every $k$: both factors have the same sign or one vanishes. Put $x_k=\lambda_k-\varepsilon'$, for which $\sum_kw_kx_k=0$ by (11) and $\sum_kw_kx_k^2=\rho_S^2$ by (10). Then

$$0\le\sum_kw_k\,(x_k-x_j)(x_k-x_{j+1})=\rho_S^2-(x_j+x_{j+1})\cdot0+x_jx_{j+1}.$$

With $x_j=-(\varepsilon'-\lambda_j)$ and $x_{j+1}=\lambda_{j+1}-\varepsilon'>0$ this is $\varepsilon'-\lambda_j\le\rho_S^2/(\lambda_{j+1}-\varepsilon')$. The same argument with the pair $\lambda_{j-1},\lambda_j$ gives $0\le\rho_S^2+x_{j-1}x_j$, where $x_{j-1}=-(\varepsilon'-\lambda_{j-1})<0$, hence $\lambda_j-\varepsilon'\le\rho_S^2/(\varepsilon'-\lambda_{j-1})$. Together these are the Kato–Temple bounds,

$$-\frac{\rho_S^2}{\varepsilon'-\lambda_{j-1}}\ \le\ \varepsilon'-\lambda_j\ \le\ \frac{\rho_S^2}{\lambda_{j+1}-\varepsilon'},\qquad\text{so}\qquad|\varepsilon'-\lambda_j|\le\frac{\rho_S^2}{g}, \tag{17}$$

with $g$ the smaller of the two denominators, the distance from $\varepsilon'$ to the nearest eigenvalue other than $\lambda_j$. The energy error is at most quadratic in the residual. Its sign is not fixed: $\varepsilon'-\lambda_j=\sum_kw_k(\lambda_k-\lambda_j)$ has negative terms from lower states and positive terms from higher ones, so for an interior state the Rayleigh quotient is no upper bound. For a degenerate $\lambda_j$ the neighbours in (17) are to be read as the nearest distinct eigenvalues; the proof is unchanged.

## What goes wrong with one shift per member

It is tempting to keep each residual as it was first computed, $\tilde R_i=(H-\varepsilon_iS)\psi_i$ with $\varepsilon_i=\varepsilon[\psi_i]$, and to build $P$ from these. Then (4) fails. For $\psi=\sum_i\alpha_i\psi_i$ with Rayleigh quotient $\bar\varepsilon$, the terms in $H$ cancel in the difference between the combined and the true residual, and

$$D=\sum_i\alpha_i\tilde R_i-(H-\bar\varepsilon S)\psi=\sum_i\alpha_i(\bar\varepsilon-\varepsilon_i)S\psi_i . \tag{18}$$

No choice of $\bar\varepsilon$ removes $D$ for independent $\psi_i$ unless all $\varepsilon_i$ with $\alpha_i\neq0$ are equal. The lowest root then is the minimum of a quantity that is not the residual of the trial vector, and the invariance under $V\to VT$ is lost, because the $\varepsilon_i$ belong to particular members.

Near convergence the defect is small. Let

$$\psi_i=\phi+\delta\,\chi_i,\qquad\phi^\dagger S\chi_i=0, \tag{19}$$

with $(\lambda,\phi)$ a normalized eigenpair, $\chi_i$ fixed and $\delta\to0$. The cross terms $\phi^\dagger H\chi_i=\lambda\phi^\dagger S\chi_i$ vanish, so $\psi_i^\dagger H\psi_i=\lambda+\delta^2\chi_i^\dagger H\chi_i$ and $\psi_i^\dagger S\psi_i=1+\delta^2\chi_i^\dagger S\chi_i$. Subtracting $\lambda$ times the denominator from the numerator,

$$\varepsilon_i-\lambda=\frac{\delta^2\,\chi_i^\dagger(H-\lambda S)\chi_i}{1+\delta^2\chi_i^\dagger S\chi_i}=O(\delta^2). \tag{20}$$

For bounded coefficients with $\sum_i\alpha_i=1$, $\psi=\phi+\delta\bar\chi$ with $\bar\chi=\sum_i\alpha_i\chi_i$ has the same form, so $\bar\varepsilon-\lambda=O(\delta^2)$ as well and $D=O(\delta^2)$. The true residual is $\bar R=\delta(H-\lambda S)\bar\chi+O(\delta^2)$, of first order. The squared length changes by $2\,\mathrm{Re}\,\bar R^\dagger MD+D^\dagger MD$. For general $M$ the cross term is $O(\delta^3)$ against $\bar R^\dagger M\bar R=O(\delta^2)$, a relative change of order $\delta$. For $M=S^{-1}$ it is smaller: $S\psi_i=S\psi+O(\delta)$, so $D=\kappa S\psi+O(\delta^3)$ with $\kappa=O(\delta^2)$, and $\bar R^\dagger S^{-1}S\psi=\bar R^\dagger\psi=0$ by the definition of $\bar\varepsilon$. What remains is $O(\delta^4)$, a relative change of order $\delta^2$.

## The Pulay form as a limit

Pulay's DIIS excludes the trivial solution by the linear condition $\sum_i\alpha_i=1$ in place of the norm. With $\mathbf 1$ the column of ones and $P$ positive definite, the Cauchy–Schwarz inequality gives

$$1=|\mathbf 1^T\alpha|^2=|(P^{-1/2}\mathbf 1)^\dagger(P^{1/2}\alpha)|^2\le(\mathbf 1^TP^{-1}\mathbf 1)(\alpha^\dagger P\alpha),$$

with equality when $P^{1/2}\alpha$ is parallel to $P^{-1/2}\mathbf 1$, that is $\alpha\propto P^{-1}\mathbf 1$. The constrained minimum and minimizer are

$$\mu_P=\frac1{\mathbf 1^TP^{-1}\mathbf 1},\qquad p=\mu_P\,P^{-1}\mathbf 1 . \tag{21}$$

To connect this with (7), suppose $Q=\mathbf 1\mathbf 1^T+\Gamma$ with $\Gamma$ positive semidefinite. This is the case whenever $\psi_i=u+v_i$ with $u^\dagger Su=1$ and $u^\dagger Sv_i=0$, for then $Q_{ij}=1+v_i^\dagger Sv_j$. Scale the lowest eigenvector so that $\mathbf 1^T\alpha=1$. Equation (7) becomes $P\alpha=\mu_0\mathbf 1+\mu_0\Gamma\alpha$, and multiplying by $P^{-1}$ and using (21),

$$\alpha=\frac{\mu_0}{\mu_P}\,p+\mu_0P^{-1}\Gamma\alpha .$$

Summing the components gives $1=\mu_0/\mu_P+\sigma$ with $\sigma=\mu_0\mathbf 1^TP^{-1}\Gamma\alpha$, and eliminating $\mu_0/\mu_P$,

$$\alpha-p=\mu_0P^{-1}\Gamma\alpha-\sigma\,p . \tag{22}$$

This is exact. For the history (19), $\Gamma=\delta^2G$ with $G_{ij}=\chi_i^\dagger S\chi_j$. Take a common shift with $\varepsilon-\lambda=O(\delta^2)$, for instance $\varepsilon_0$. Then $R_i=\delta(H-\lambda S)\chi_i+O(\delta^2)$ and $P=\delta^2P^{(0)}+O(\delta^3)$, where $P^{(0)}$ is the overlap matrix of the vectors $(H-\lambda S)\chi_i$. It is positive definite if $\lambda$ is nondegenerate and the $\chi_i$ are independent, since the only null vector of $H-\lambda S$ is $\phi$, which the span of the $\chi_i$ does not contain. So $P^{-1}=O(\delta^{-2})$, $\mu_P=O(\delta^2)$, and $p$ is bounded. Further $\mu_0\le f(p)=\mu_P/(1+p^\dagger\Gamma p)\le\mu_P$, so $\mu_0=O(\delta^2)$ and $\mu_0P^{-1}$ is bounded. The scaling $\mathbf 1^T\alpha=1$ is possible, because a vector with $\mathbf 1^T\alpha=0$ has $f=\alpha^\dagger P\alpha/(\delta^2\alpha^\dagger G\alpha)$, which stays above a positive constant as $\delta\to0$, because $P/\delta^2\to P^{(0)}$ is positive definite and $G$ is fixed, and so cannot equal $\mu_0=O(\delta^2)$. Finally $\alpha$ is bounded: $\alpha^\dagger P\alpha=\mu_0(1+\delta^2\alpha^\dagger G\alpha)$, divided by $\delta^2$, reads $A|\alpha|^2\le B(1+\delta^2C|\alpha|^2)$ with positive constants $A,B,C$, which gives $|\alpha|^2\le B/(A-\delta^2BC)$ for small $\delta$. Both terms on the right of (22) carry one factor $\Gamma$, so $\alpha-p=O(\delta^2)$. The two normalizations agree to this order because for such a history $\psi^\dagger S\psi=|\sum_i\alpha_i|^2+O(\delta^2)$.

The orders can be seen in a small model with a random complex Hermitian $H$, an $S$ equal to the unit matrix plus a random positive matrix, $M=1$, an eigenvector from the middle of the spectrum and a history of the form (19) with random $\chi_i$. When a small $\delta$ is halved, the length of $\alpha-p$ falls by a factor 4.000, the length of $D$ by 4.000 and the length of the true residual by 2.000.

## The new direction

The minimization chooses within the history; a separate rule must enlarge it. Seek $\delta\psi$ and $\delta\varepsilon$ with $(H-(\varepsilon+\delta\varepsilon)S)(\psi+\delta\psi)=0$. Dropping the product $\delta\varepsilon\,S\delta\psi$,

$$(H-\varepsilon S)\,\delta\psi=-R+\delta\varepsilon\,S\psi .$$

Solving this exactly requires a linear system of dimension $N$ with a new matrix for every shift. To avoid that, $H$ on the left is replaced by a matrix $H^0$ whose eigenpairs are known, $H^0a_j=\lambda_j^0Sa_j$ with $a_j^\dagger Sa_l=\delta_{jl}$. Expanding $\delta\psi=\sum_jd_ja_j$ and multiplying by $a_j^\dagger$,

$$(\lambda_j^0-\varepsilon)\,d_j=-a_j^\dagger R+\delta\varepsilon\,a_j^\dagger S\psi .$$

Let $a_t$ be the approximate vector of the target state, so that $\psi$ is close to $a_t$. For $j\ne t$ the overlap $a_j^\dagger S\psi$ is small, and $\delta\varepsilon$ is of second order in the residual by (17), so the last term is dropped. The component $j=t$ is left out: its denominator may be near zero, and to leading order it only rescales $\psi$, which (3) does not see. The correction is

$$\delta\psi=-\sum_{j\ne t}a_j\,\frac{a_j^\dagger R}{\lambda_j^0-\varepsilon}. \tag{23}$$

In a large basis the eigenvectors $a_j$ are known only in a low-lying subspace, and for the remaining basis functions the same formula is used with the unit vectors in place of $a_j$ and the denominators $H_{\mu\mu}-\varepsilon S_{\mu\mu}$. The approximations in (23) affect how fast the residual falls. They do not affect (9), which holds for any independent set, and the length and sign of $\delta\psi$ are irrelevant because the minimization fixes its coefficient.

One cycle is then: form $R$ for the current $\psi$ and $\varepsilon$; form $\delta\psi$ and add it to the history; form $P$ and $Q$ at the common shift $\varepsilon$; take the lowest eigenvector of (7); replace $\varepsilon$ by the Rayleigh quotient.

## Two members in closed form

For $m=1$ and real matrices,

$$\det(P-\mu Q)=(P_{00}-\mu Q_{00})(P_{11}-\mu Q_{11})-(P_{01}-\mu Q_{01})^2=a\mu^2-b\mu+c,$$

and collecting powers of $\mu$,

$$a=Q_{00}Q_{11}-Q_{01}^2,\qquad b=P_{00}Q_{11}+P_{11}Q_{00}-2P_{01}Q_{01},\qquad c=P_{00}P_{11}-P_{01}^2 . \tag{24}$$

The roots are $(b\pm\sqrt{b^2-4ac})/2a$. Near convergence $4ac\ll b^2$, and the lower root would be a difference of nearly equal numbers. The product of the roots is $c/a$, so the lower root can be had from the upper one without this subtraction (the coefficient $c$ is itself a difference and still loses figures as the two residuals become parallel):

$$\mu_1=\frac{b+\sqrt{b^2-4ac}}{2a},\qquad\mu_0=\frac{c}{a\mu_1}=\frac{2c}{b+\sqrt{b^2-4ac}} . \tag{25}$$

The first row of $(P-\mu_0Q)\alpha=0$ gives

$$\frac{\alpha_1}{\alpha_0}=-\frac{P_{00}-\mu_0Q_{00}}{P_{01}-\mu_0Q_{01}} . \tag{26}$$

## Worked example: the highest occupied orbital of NH$_3$

The Rayleigh quotient has an error at most quadratic in the residual, and for $M=S^{-1}$ using it as the new shift never raises the residual, provided the previous vector stays in the history space. With the correction (23) and the two-member formulas in hand, what remains is the worked example for NH$_3$ and the effect of rounding in the small problem.
